Pauli depletion between two filled orbitals and the push-back dipole, part 2

The problem is how antisymmetry alone moves charge between a metal and a molecule. The real, normalised orbitals a (metal, centred at z = 0) and b (molecule, centred at z = d) hold two electrons each and have overlap S = ∫ a b d³r. Putting the frozen orbitals into one determinant changes the summed density by

Δn = [2/(1 − S²)] [S²(a² + b²) − 2S ab].

This takes 4S²/(1 − S²) electrons from the overlap charge ab/S and returns half of them to each of the shapes a² and b². A direct sum over permutations of the spin orbitals serves as a check. For any number of doubly occupied orbitals φ_i with overlap matrix **S**,

n = 2 Σ_ij (S⁻¹)_ij φ_i φ_j.

The example uses s-type Gaussians,

a = (2α/π)^(3/4) exp(−α|r|²),
b = (2β/π)^(3/4) exp(−β|r − d|²),

whose densities have rms spreads σa and σb along z. Here α = 1/(4σa²), β = 1/(4σb²), μ = αβ/(α + β), and

S = [2√(αβ)/(α + β)]^(3/2) exp(−μd²).

The overlap charge is centred at P = βd/(α + β). The density falls where |ln(a/b)| < arccosh(1/S), by the largest fraction, S/(1 + S), where a = b. The parameters are σa = 0.10 nm, σb = 0.06 nm and d = 0.30 nm, giving S = 0.1585.

The moment of the displaced electrons is M = ∫ z Δn d³r. M < 0 means that electrons have moved towards the metal; the electric dipole is −eM. With za and zb the mean positions in a² and b²,

M = [4S²/(1 − S²)] [(za + zb)/2 − ⟨a|z|b⟩/S],

and for the Gaussians

M = −[2S²d/(1 − S²)] (σa² − σb²)/(σa² + σb²).

In the example 0.1030 electrons leave the overlap charge and 0.0515 return to each orbital shape. The moment is

M = 0.1030 × (0.1500 − 0.2206) nm = −0.0073 nm,

or a dipole of 0.35 debye. Direct integration of the permutation-sum density confirmed this value. It also gave zero for two equal widths, and +0.0073 nm when the widths of the example were exchanged at the same distance.

The same orthogonality that moves the charge also costs kinetic energy. In Rydberg units, where ħ²/2m = 1 and e² = 2, the kinetic energy operator is −∇². Write T_ij for its matrix elements. With the orthonormal pair a and (b − S a)/√(1 − S²), the change relative to the separate systems is

ΔT = 2(T_bb − 2S T_ab + S²T_aa)/(1 − S²) − 2T_bb
= [2S²/(1 − S²)] [T_aa + T_bb − 2T_ab/S].

Integration by parts turns T_ab into ∫∇a·∇b, and each gradient of a Gaussian brings down a factor −2α or −2β times the distance vector from its centre. Thus T_ab/S is 4αβ times the average of r·(r − d) over the overlap charge. Measured from P, the mean square distance in that charge is 3/[2(α + β)]. The centres lie at distances βd/(α + β) and αd/(α + β) on opposite sides of P, which contributes −αβd²/(α + β)². Hence

T_ab/S = 6μ − 4μ²d².

Setting β = α and d = 0 gives T_aa = 3α, and likewise T_bb = 3β. Because 3(α + β) − 12μ = 3(α − β)²/(α + β),

ΔT = [2S²/(1 − S²)] [3(α − β)²/(α + β) + 8μ²d²].

Both terms are positive, so for two such Gaussians the kinetic energy rises. With μ = 18.38 nm⁻² the terms are 63 and 243 nm⁻², and multiplication by 0.0515 and by ħ²/2m gives 0.60 eV per pair. This is one contribution to Pauli repulsion and not the interaction energy, since the potential energy of the displaced charge has been left out.

A layer of such dipoles shifts the work function. Let there be one pair per area A, and let n̄(z) be the average of Δn over planes parallel to the surface, in electrons per volume. In Rydberg units two electrons repel with energy 2/r, and ∇²(1/r) = −4πδ(r), so the plane-averaged potential energy V of an electron obeys

V″ = −8π n̄.

Deep in the metal the layer produces no field. One integration gives V′(z) = −8πN(z), where N(z) is the integral of n̄ from −∞ to z. N vanishes on both sides because no net charge has been added. A second integration, by parts, gives

V(∞) − V(−∞) = −8π ∫ N dz = 8π ∫ z n̄ dz = 8πM/A.

The work function Φ is the energy of an electron at rest outside the surface minus the Fermi energy, and the Fermi energy is fixed relative to the metal interior. The change is therefore

ΔΦ = 8πM/A,

which in SI form reads e²M/(ε₀A). For M < 0 the work function falls. Electrons that spill out of a clean metal have a positive moment and raise the work function by the same law, so pushing them back removes part of that contribution.

With A = 0.15 nm² per pair, ΔΦ = −0.88 eV. Integrating Poisson's equation numerically for the plane-averaged density gave the same result. Suppose that a molecular level keeps its position relative to the vacuum level just outside, and that no charge is transferred. A work function lower by 0.88 eV then places the Fermi level closer to the empty molecular levels and further from the filled ones by that amount. Under these conditions the barrier for electron injection falls and the barrier for hole injection grows.

The parameters are meant to lie near a saturated hydrocarbon layer on a coinage metal. A surface atom there occupies roughly 0.07 nm² and supplies about one s electron, so that 0.15 nm² holds about one pair of metal electrons. On the molecular side a single orbital is a simplification, since a flat alkane layer has between two and three CH₂ groups on this area. A distance of about 0.3 nm between the metal plane and the nearest bonds is a rough typical value. Measured work-function reductions for such layers range from a few tenths of an electronvolt to about one electronvolt. The model falls in this range, but this does not validate it, because the spreads and the distance are round choices and the result is sensitive to them. The orbitals are also held frozen, whereas those of a real interface relax. In the one real pair treated below, relaxation multiplies the moment by about 2.5, and no such factor has been established here for a surface.

The sensitivity to distance can be derived. The moment is proportional to dS²/(1 − S²), and S² varies as exp(−2μd²), so

d ln|M|/dd = 1/d − 4μd/(1 − S²).

At d = 0.30 nm this is 3.3 − 22.6 = −19.3 nm⁻¹. In this model a change of 0.02 nm therefore alters the shift by a factor of about 1.5. The factor depends on the shape of the tails: for exponential 1s orbitals with the same two spreads it is about 1.3. For the Gaussians, with the spreads and the area held fixed, the shift is −1.27 eV at 0.28 nm and −0.59 eV at 0.32 nm. An uncertainty of 0.02 nm in the adsorption distance matters more here than several of the effects neglected by the model.

Thermal motion samples the same dependence. If a unit of 16 atomic mass units vibrates against the surface with a quantum of 10 meV, both rough values, the rms change of the gap at 300 K is 0.026 nm. If the motion is harmonic about a mean gap of 0.30 nm, averaging over it gives −0.97 eV, about 10 % more than with the gap fixed. The sign of the correction can be seen from the two displaced gaps: the mean of −1.27 and −0.59 eV is −0.93 eV, larger in size than the value at the centre. Compression adds more than extension removes. A real adsorption well is softer on its outer side, however, so warming also lengthens the mean gap. By the slope found above, a lengthening of only about 0.005 nm cancels the gain, and a larger one reverses the sign of the correction.

Neighbouring pairs also overlap. On a square lattice with one orbital of each kind per 0.15 nm², each molecular orbital directly above a metal orbital and all bands filled, the density formula with the inverse overlap matrix applies at each wavevector. Averaged over wavevectors it gives −0.91 eV, a change of 4 % relative to the isolated pair. A real metal has partly filled bands, so this figure measures the effect of crowding in this arrangement and does not represent the metal's electronic structure. The lateral position matters much more. At the same height the shift is only −0.39 eV if the molecular orbitals sit above the midpoints between two neighbouring metal orbitals, and −0.17 eV if they sit above the centres of the squares, because the overlaps fall with lateral distance.

The dipoles further act on one another. Parallel dipoles p normal to a square lattice of spacing L produce at each site an opposing field of 9.034p/L³ in Gaussian units. If each cell has a polarisability volume v, then p = p₀ − 9.034vp/L³, and the original dipole p₀ is divided by 1 + 9.034v/L³. Methane, taken as the polarisable unit of one cell, has v = 0.0023 nm³ in a Hartree–Fock calculation with the def2-SVPD basis. With L² = 0.15 nm² the divisor is 1.36, and the shift becomes −0.65 eV. The larger def2-TZVPPD basis gives v = 0.0024 nm³ and a divisor of 1.37, which changes the shift by only about 0.004 eV. The spacing is comparable with the size of the charge clouds, so the treatment as point dipoles is crude. The sum also describes a free-standing layer. Image dipoles in the metal weaken the depolarisation, but their effect falls quickly with height. In the point-dipole sum on this lattice they cancel the opposing field at about 0.10 nm above the image plane, and remove about 16 % of it at 0.15 nm and 3 % at 0.20 nm. The reduction by about a quarter is therefore a rough estimate that leaves out the metal's response.

The shape of the molecular orbital can matter still more. Replace b by a p-type orbital that points at the metal and has the same exponent,

p = (z − d)b/σb.

It is normalised because the mean of (z − d)² in b² is σb². In the overlap charge of a and b, z has mean P and variance 1/[2(α + β)] = 0.00529 nm². The new overlap is

S_p = S(P − d)/σb = 0.1585 × (−0.0794)/0.06 = −0.210,

which is larger in size than before. The centroid of the new overlap charge is the mean of z(z − d) divided by the mean of z − d:

P + 1/[2(α + β)(P − d)] = 0.2206 − 0.0667 = 0.1539 nm.

This almost coincides with the midpoint at 0.1500 nm. The moment drops to −0.0007 nm and the shift to −0.09 eV, a tenth of the s-type value in spite of the stronger overlap. The factor z − d explains the drop. It makes the overlap charge vanish in the plane through the molecular centre, gives more weight to the side facing the metal, and reverses the sign beyond the centre, where density is therefore gained. Together these changes move the centroid of the overlap charge from 0.2206 nm to 0.1539 nm, close to the midpoint, so that the distance which multiplies the displaced charge almost disappears. The node alone is not the cause, because the same factor raises the spread of the orbital along z from 0.060 to 0.104 nm, close to that of the metal orbital. The near-cancellation also belongs to this particular distance: the p-type shift is +0.17 eV at 0.28 nm and −0.20 eV at 0.32 nm. The s-type result must therefore not be carried over to a π orbital. For a real molecule all occupied orbitals have to enter the overlap matrix together, because the cross terms between them also contribute.

A magnesium atom and a methane molecule provide a case with all orbitals present. The magnesium–carbon distance is 0.400 nm, one C–H bond of 0.109 nm points at the metal atom, and the level is again Hartree–Fock with def2-SVPD. The determinant of the frozen orbitals of the two partners gives M = −0.0039 nm, so electrons are displaced towards the magnesium, as with the s-type pair. Letting the orbitals relax to self-consistency gives −0.0097 nm. Relaxation here has the same sign as the Pauli term and is 1.5 times as large. It comprises polarisation and charge transfer, which have not been separated. The error due to each partner borrowing the other's basis functions is negligible here: if both partners are computed in the basis of the pair, the two moments are unchanged to the digits shown. In the larger def2-TZVPD basis the frozen and relaxed moments are −0.0038 and −0.0092 nm, so their ratio is about 2.4 instead of 2.5. Exclusion supplies the frozen part of push-back and not necessarily most of the final dipole.

The energies of this pair show why the kinetic term should not be read as the repulsion. Antisymmetrising the frozen orbitals raises the kinetic energy by 1.06 eV, while the total energy rises by 0.14 eV relative to the separate partners. The potential energy has therefore fallen by 0.92 eV. The electrostatic attraction between the undisturbed partners, whose charge clouds overlap, supplies only about 0.06 eV of this. The rest comes with the antisymmetrisation. Relaxation lowers the interaction energy to 0.10 eV, or 0.11 eV if the borrowing of basis functions is corrected for, which is still repulsive at this distance within Hartree–Fock. Adding correlation by second-order perturbation theory in the same small basis reduces the corrected value to about 0.05 eV, and in def2-TZVPD to about 0.04 eV. At this level the correction for borrowed basis functions is no longer small: without it the small basis gives 0.02 eV with frozen cores and −0.01 eV with all electrons correlated. With def2-TZVPD the kinetic energy rises by 1.01 eV and the relaxed interaction energy is 0.11 eV, while the frozen value stays at 0.14 eV. Hartree–Fock leaves out electron correlation and with it the dispersion attraction, which helps to hold a hydrocarbon on a metal. A single magnesium atom also lacks the extended screening of a surface, so these values serve to judge the frozen-orbital assumption and do not predict an interface. The remaining digits are in the numerical output.

Computed results

```
metal orbital spread sigma_a       0.10 nm
molecular orbital spread sigma_b   0.06 nm
gap d                              0.30 nm
area per pair                      0.15 nm^2
alpha, beta, mu                    25.00, 69.44, 18.38 nm^-2
overlap S                          0.1585
S^2                                0.02511
arccosh(1/S)                       2.529
gain in each orbital shape         0.0515 electrons
loss in overlap shape              0.1030 electrons
net displaced charge               0.0524 electrons
axis point with a = b              0.1584 nm
density there before, after        72.482, 62.567 nm^-3
largest fractional loss            13.68 %
main depletion zone on axis        0.0773 to 0.2702 nm
far depletion zone on axis         0.6673 to 0.8602 nm
density ratio far/main at a = b    2.30e-13
midpoint of orbital centres        0.1500 nm
centroid of overlap charge         0.2206 nm
electron moment M                  -0.007274 nm
dipole size e|M|                   0.349 debye
M with widths exchanged            0.007274 nm
kinetic energy rise per pair       0.601 eV
work-function change               -0.877 eV
same from Poisson integration      -0.877 eV
-- effects left out of the two-orbital example --
change at gap 0.28 nm, 0.32 nm     -1.272, -0.588 eV
with neighbouring pairs            -0.910 eV
mode energy, mass, temperature     10 meV, 16 u, 300 K
rms gap vibration                  0.0261 nm
with gap vibration                 -0.967 eV
CH4 polarisability volume (HF)     0.00232 nm^3
square-lattice dipole sum          9.034
depolarisation divisor             1.361
with depolarisation                -0.645 eV
p-type orbital: overlap            -0.2097
p-type orbital: moment M           -0.000722 nm
p-type orbital: work change        -0.087 eV
-- Mg and CH4, Hartree-Fock/def2-SVPD --
Mg-C distance, C-H length          0.400, 0.109 nm
moment, frozen determinant         -0.003881 nm
moment, self-consistent            -0.009715 nm
kinetic change, frozen             1.0572 eV
interaction energy, frozen         0.1415 eV
interaction energy, relaxed        0.0981 eV
```
